\section*{Why extreme-ultraviolet resist on silicon has a weak dose swing}

\section{Which dose, and which swing}

\paragraph{Q.} I am told that resist on silicon, exposed at normal incidence with extreme-ultraviolet (EUV) light, has a dose swing below 0.1 percent because all the refractive indices are near one. Which dose does that mean?

\paragraph{A.} The statement needs that question answered first. Dose here means absorbed energy per volume. Let a plane wave of unit amplitude and time factor $e^{-i\omega t}$ fall from vacuum on a flat, uniform film of thickness $D$, which lies on thick silicon. The depth $z$ runs from the resist surface at $z=0$ down to the silicon at $z=D$. The indices are $1$, $n_1=1-\delta+i\beta$ and $n_2$. Write
\begin{equation}
k_1=\frac{2\pi n_1}{\lambda},\qquad q=2\,\mathrm{Re}\,k_1,\qquad \alpha=2\,\mathrm{Im}\,k_1=\frac{4\pi\beta}{\lambda}.
\end{equation}
In Gaussian units the absorbed power density is $(\omega/8\pi)\,\mathrm{Im}(n_1^2)|E|^2$, and the incident flux is $c/8\pi$. Since $\mathrm{Im}(n_1^2)=2(1-\delta)\beta$ and $\alpha=2\omega\beta/c$, their ratio is
\begin{equation}
w(z)=\alpha(1-\delta)|E(z)|^2 .
\label{w}
\end{equation}
So the dose follows $|E|^2$. I take the dose at the foot of the resist, $z=D$, which a developer working downward reaches last. It falls with thickness by plain absorption even without interference, so I divide it by the foot dose of the same film on a substrate of index $n_1$. The swing is the peak-to-valley change of this ratio over one thickness period, divided by the midpoint of its extremes.

\section{The two reflections}

\paragraph{Q.} Why should an index near one give a weak reflection? Soft X-rays are absorbed by everything.

\paragraph{A.} Reflection comes from a change of index, and absorption enters as its imaginary part. At an interface from medium $a$ to medium $b$, the tangential electric and magnetic fields are continuous, which at normal incidence means that $E$ and $dE/dz$ are continuous. With reflected amplitude $r$ and transmitted amplitude $t$,
\begin{equation}
1+r=t,\qquad n_a(1-r)=n_b t .
\end{equation}
Inserting the first equation in the second gives $n_a-n_b=r(n_a+n_b)$, so $r=(n_a-n_b)/(n_a+n_b)$. For our interfaces,
\begin{align}
r_{01}&=\frac{1-n_1}{1+n_1}\approx\frac{\delta-i\beta}{2},\\
r_{12}&=\frac{n_1-n_2}{n_1+n_2}\approx\frac{n_1-n_2}{2},
\end{align}
because both denominators are near 2. Each amplitude is about half an index difference.

Take rough typical values for an organic resist at $\lambda=13.5$ nm, $n_1=0.980+0.005i$, and for silicon $n_2=0.999+0.002i$. The full fractions give
\begin{equation}
r_{01}=0.01009-0.00255i,\qquad r_{12}=-0.00960+0.00155i,
\end{equation}
with moduli 1.04 and 0.97 percent. They are nearly opposite because silicon is optically close to vacuum: the light steps into the resist and then back out to almost the same index.

\section{From reflections to swing}

\paragraph{Q.} If each amplitude is one percent, why is the swing not a few percent? Interference is linear in amplitude.

\paragraph{A.} It is linear in the amplitude that changes phase when $D$ changes. Let $A$ be the downgoing amplitude just below the surface. It consists of light entering from above, $t_{01}=1+r_{01}$, and light that has gone down, reflected at the silicon, come up and reflected at the surface. Seen from inside, the surface amplitude is $r_{10}=-r_{01}$. Hence
\begin{equation}
A=t_{01}-r_{01}r_{12}e^{2ik_1D}A
\quad\Rightarrow\quad
A=\frac{t_{01}}{1+r_{01}r_{12}e^{2ik_1D}} .
\end{equation}
The upgoing wave equals $r_{12}$ times the downgoing wave at $z=D$, so
\begin{equation}
E(z)=A\left[e^{ik_1z}+r_{12}e^{ik_1(2D-z)}\right].
\label{field}
\end{equation}
At a fixed height $h=D-z$ above the silicon this becomes
\begin{equation}
E=A\,e^{ik_1D}\left[e^{-ik_1h}+r_{12}e^{ik_1h}\right].
\label{height}
\end{equation}
The bracket does not contain $D$: the standing wave is pinned to the silicon and does not move past the foot when the film is made thicker. Thickness enters through absorption, $|e^{ik_1D}|^2=e^{-\alpha D}$, and through $A$. A phase-sensitive change in $A$ needs one reflection at the silicon and another at the surface, which is why the product appears.

At $h=0$, the reference film has $r_{12}=0$ and $|E|^2=|t_{01}|^2e^{-\alpha D}$. The ratio of foot doses is therefore
\begin{equation}
\frac{w_{\rm foot}}{w_{\rm foot}^{\rm ref}}=|1+r_{12}|^2C,\qquad
C=\frac{1}{|1+r_{01}r_{12}e^{2ik_1D}|^2}.
\end{equation}
Set $x=|r_{01}r_{12}|e^{-\alpha D}$. Over one period $\lambda/[2(1-\delta)]$ the phase turns once, while $x$ changes little and is held fixed. The denominator then runs between $(1-x)^2$ and $(1+x)^2$, so
\begin{align}
C_{\max}-C_{\min}&=\frac{(1+x)^2-(1-x)^2}{(1-x^2)^2}=\frac{4x}{(1-x^2)^2},\\
\frac{C_{\max}+C_{\min}}{2}&=\frac{1+x^2}{(1-x^2)^2}.
\end{align}
The constant $|1+r_{12}|^2$ cancels in the quotient, and
\begin{equation}
S=\frac{4x}{1+x^2}\approx4|r_{01}r_{12}|e^{-\alpha D}.
\label{swing}
\end{equation}

\paragraph{Q.} What does that give for a 30 nm film?

\paragraph{A.} The absorption coefficient is $\alpha=0.00465$ nm$^{-1}$, so $e^{-\alpha D}=0.870$. The product of the amplitudes is $1.012\times10^{-4}$, and
\begin{equation}
S=4(1.012\times10^{-4})(0.870)=3.52\times10^{-4}=0.035\ \text{percent}.
\end{equation}
The period is $13.5/1.96=6.89$ nm. I also integrated the wave equation upward from the silicon with a high-order Runge--Kutta method and read the extremes over one period centred on 30 nm. That gives 0.0353 percent.

\section{What makes it small}

\paragraph{Q.} Could the absorption be doing the work, by killing the returning wave?

\paragraph{A.} Not in this film. If $\beta$ of the resist is set to zero and all else is held fixed, the same integration gives 0.039 percent. The small index differences do the work. Inserting the approximate amplitudes in (\ref{swing}) gives
\begin{equation}
S\approx|n_1-1|\,|n_1-n_2|\,e^{-\alpha D},
\label{rule}
\end{equation}
which is quadratic in the contrast. For lossless media with $\delta=0.02$ in the resist and 0.001 in the silicon, doubling both multiplies the computed swing by 4.08. The excess over 4 comes from the denominators of $r_{01}$ and $r_{12}$, which shrink slightly.

Both interfaces matter. Put the same film on a hypothetical substrate of index 5, and $|r_{12}|$ rises to 0.67. The swing becomes 2.4 percent although the surface still reflects one percent in amplitude.

\paragraph{Q.} Then is an index near one a guarantee of less than 0.1 percent?

\paragraph{A.} No. The condition is $4x<10^{-3}$ to excellent accuracy, or $x<2.5\times10^{-4}$. For a thin film on silicon, (\ref{rule}) turns this into a resist index within about 0.03 of one. A denser film with the illustrative index $n_1=0.95+0.02i$ has a computed swing of 0.20 percent at 20 nm, despite its stronger absorption. Tin-oxide resists are probably closer to one: rough estimates from atomic scattering factors at densities of 1.9 to 3 g/cm$^3$ give $\delta$ of about 0.026 to 0.04 and $\beta$ of about 0.015 to 0.027, and swings at 20 nm between about 0.07 and 0.14 percent, on either side of the limit.

For contrast, take a 200 nm film at 193 nm with rough indices $1.70+0.02i$ for resist and $0.90+2.80i$ for silicon. The amplitudes are then about 0.26 and 0.75, and the computed swing is 59 percent. Wavelength, thickness and indices all differ from the EUV case, but (\ref{swing}) shows where the factor comes from: $|r_{01}r_{12}|$ is about 0.2 instead of $10^{-4}$.

\section{Two other modulations}

\paragraph{Q.} Does a swing of 0.035 percent mean that the dose is smooth through the depth of the resist?

\paragraph{A.} No. Depth modulation needs just one reflection. From (\ref{height}),
\begin{equation}
|E|^2\propto e^{\alpha h}\left|1+r_{12}e^{2ik_1h}\right|^2
\approx e^{\alpha h}\left[1+2|r_{12}|e^{-\alpha h}\cos(qh+\arg r_{12})\right],
\end{equation}
where the term in $|r_{12}|^2$ is dropped. Near the silicon the peak-to-valley modulation about the absorption trend is $4|r_{12}|=3.9$ percent, a hundred times the foot-dose swing.

Electrons released by the photons spread the deposited energy. If I model this by a Gaussian of standard deviation $\sigma$ and ignore the film boundaries, averaging the cosine multiplies it by $e^{-q^2\sigma^2/2}$. With $q=0.912$ nm$^{-1}$ and a rough $\sigma=2$ nm the factor is 0.19, which leaves about 0.7 percent at heights several nanometres from either boundary. Closer to the silicon the boundary cannot be ignored, and this estimate does not apply.

\paragraph{Q.} My measurement may respond to the dose averaged over depth. Do the fringes then average away and leave 0.035 percent?

\paragraph{A.} They average away incompletely, since the film seldom holds a whole number of fringes. Squaring (\ref{field}) gives
\begin{equation}
\frac{|E|^2}{|A|^2}=e^{-\alpha z}+|r_{12}|^2e^{-\alpha(2D-z)}+2e^{-\alpha D}\mathrm{Re}\left[r_{12}e^{iq(D-z)}\right].
\end{equation}
The average of the first term is $B=(1-e^{-\alpha D})/(\alpha D)$. That of the second is $|r_{12}|^2e^{-\alpha D}B$. For the third,
\begin{equation}
\frac1D\int_0^De^{iq(D-z)}dz=\frac{e^{iqD}-1}{iqD}.
\end{equation}
The reference film has the average $|t_{01}|^2B$, and $|A|^2=|t_{01}|^2C$. The ratio of mean doses is thus
\begin{equation}
C\left\{1+|r_{12}|^2e^{-\alpha D}+\frac{2e^{-\alpha D}}{B}\,\mathrm{Re}\left[r_{12}\frac{e^{iqD}-1}{iqD}\right]\right\}.
\end{equation}
To leading order $C\approx1-2e^{-\alpha D}\,\mathrm{Re}[r_{01}r_{12}e^{iqD}]$. I keep the terms that oscillate with $D$, and drop those that drift slowly and the products of small corrections. What remains is
\begin{equation}
2e^{-\alpha D}\,\mathrm{Re}\left\{r_{12}e^{iqD}\left[\frac{1}{iqDB}-r_{01}\right]\right\}.
\end{equation}
Because $1/i=-i$, the square bracket is $-(r_{01}+i/qDB)$. Holding the slow factors fixed over a period, the peak-to-valley swing is twice the amplitude:
\begin{equation}
S_{\rm mean}\approx4e^{-\alpha D}|r_{12}|\left|r_{01}+\frac{i}{qDB}\right|.
\label{mean}
\end{equation}
For 30 nm, $B=0.933$ and $1/(qDB)=0.0392$, almost four times $|r_{01}|$. The last modulus is $|0.0101+0.0366i|=0.0380$, and
\begin{equation}
S_{\rm mean}\approx4(0.870)(0.00972)(0.0380)=0.128\ \text{percent}.
\end{equation}
The integrated wave equation gives 0.134 percent. Equation (\ref{mean}) holds $D$ fixed in its slow factors although one period is 23 percent of the thickness, so the integrated value depends on where the extremes fall in the window. Here both lie on the thin side of 30 nm, the maximum at the window edge; for window centres from 27 to 33.5 nm the ratio of the integrated value to (\ref{mean}) runs from 0.97 to 1.07.

The 0.1 percent claim therefore fails for the mean dose of this film. By (\ref{mean}) it holds above about 38 nm. The leftover fringe outweighs the surface reflection up to about 145 nm. In a very thick film $DB\to1/\alpha$, so $1/(qDB)\to\alpha/q=\beta/(1-\delta)=0.005$, while the factor $e^{-\alpha D}$ extinguishes both contributions.

\section{The real stack}

\paragraph{Q.} How far would a real wafer and scanner move your 0.035 percent?

\paragraph{A.} The thickness is in the usual range for organic EUV resists, but indices vary with composition, and $\delta=0.02$ is on the low side: rough estimates from atomic scattering factors give about 0.023 to 0.024 for polyhydroxystyrene and PMMA, and a foot-dose swing near 0.05 percent. With $\delta=0.03$ in place of 0.02, (\ref{rule}) gives about 0.08 percent. Real exposures also break the assumption of normal incidence. At the edge of a numerical aperture of 0.33 the angle $\theta$ is 19.3 degrees. For s polarization, $n$ is replaced in the amplitudes by $\sqrt{n^2-\sin^2\theta}$, so near unit index each grows by about $1/\cos^2\theta$. The computed swing for one such plane wave is 0.044 percent. A native oxide of 1.5 nm with rough index $0.98+0.01i$ adds a second weak reflection below the resist, and the computed swing at normal incidence becomes 0.045 percent. A coated underlayer acts in the same way and needs its own calculation; one whose index differs strongly from that of the resist, such as a metal layer, can carry the swing past 0.1 percent. A flat spectrum of 2 percent full width slightly blurs the fringes and gives 0.035 percent again. None of the changes given a number here, taken singly, carries the foot-dose swing past 0.1 percent, but combinations can. For one s-polarized wave, $\delta=0.03$ at the edge of the 0.33 aperture gives 0.101 percent, and $\delta=0.024$ at the edge of a 0.55 aperture gives 0.104 percent. For p polarization the oblique swing is smaller than at normal incidence, 0.027 percent at the 0.33 edge for the original film.

\paragraph{Q.} Could I see the swing by measuring dose against thickness?

\paragraph{A.} Two larger effects stand in the way. Each added nanometre of resist lowers the foot dose by $1-e^{-\alpha\,(1\,\mathrm{nm})}=0.46$ percent, thirteen times the whole swing. A thickness error of only 0.08 nm therefore changes the foot dose as much as the whole swing does.

The second effect is photon counting. At an incident dose of 30 mJ/cm$^2$ and a photon energy of 91.8 eV, about 2040 photons fall on a square of side 10 nm. Integrating (\ref{w}) over depth gives an absorbed fraction of 13.0 percent, or about 265 photons in that column. For independent arrivals the relative fluctuation is $1/\sqrt{265}=6.1$ percent. This is for the whole column; the foot dose is noisier, since the lowest 5 nm absorb only about 42 photons, which gives about 15 percent. Averaging over a large area reduces this noise, but it does not remove the absorption trend, which must be known well enough to subtract.
